# Wigner-Seitz truncation of the Coulomb interaction for isolated wires

## Two opposite line charges in a periodic cell

Take two parallel lines along \(z\), carrying charges \(+\lambda\) and \(-\lambda\) per length and separated by \(d\). Charges are in units of \(e\), and energies in units of \(e^2/4\pi\varepsilon_0=1.440\) eV nm divided by length. A unit line charge has the potential \(-2\ln\rho\), where \(\rho\) is the transverse distance.

Now put the pair in a square supercell of side \(L\) and area \(A=L^2\), and solve Poisson's equation with plane waves. The component \(\mathbf G=0\) is omitted, which amounts to adding a uniform background. The potential of one unit line therefore obeys

\[
\nabla^2\phi=-4\pi\sum_{\mathbf T}\delta(\boldsymbol\rho-\mathbf T)+\frac{4\pi}{A},
\]

where \(\mathbf T\) runs over the transverse lattice vectors. Near the origin

\[
\phi=-2\ln\rho+\text{const}+\frac{\pi\rho^2}{A}+O(\rho^4/L^4).
\]

The quadratic term has Laplacian \(4\pi/A\), as required. The remainder is harmonic, and square symmetry forbids harmonic terms of second order, so it begins at fourth order.

Let \(\Delta\phi=\phi+2\ln\rho\) be the spurious part. It changes the energy per length by

\[
\Delta E=\lambda^2[\Delta\phi(0)-\Delta\phi(d)]\simeq-\frac{\pi\lambda^2d^2}{A}=-\frac{\pi p^2}{A},\qquad p=\lambda d .
\]

To leading order, the same law holds for any neutral transverse density \(\sigma\) that is small compared with the cell and has dipole \(\mathbf p\) per length. In \(\frac12\iint\sigma\sigma'\,\pi|\boldsymbol\rho-\boldsymbol\rho'|^2/A\) the squares multiply a vanishing total charge, and the cross term leaves \(-\pi p^2/A\). In a rectangular cell a second-order harmonic term survives, and the coefficient then depends on the direction of the dipole. For sides in the ratio 1:2, the factor multiplying \(-\pi p^2/A\) is 2.09 for a dipole along the short side and \(-0.09\) along the long side, so it can even change sign.

So in a square cell the error of a polarized wire falls only as the inverse of the cell area. For \(p=0.533\,e\), the dipole used below, the law gives \(-80\) meV/nm at \(L=4\) nm, and an error of 1 meV/nm needs \(L\approx36\) nm. The remedy is to change the interaction instead of enlarging the cell.

## What a truncated interaction must do

Keep \(1/r\) for transverse separations inside a region \(W\) and set it to zero outside. The wire remains periodic along \(z\), so the interaction is Fourier transformed in that direction. With \(k=|k_z|>0\) and \(z=\rho t\),

\[
f_k(\rho)=\int_{-\infty}^{\infty}\frac{e^{-ik_zz}}{\sqrt{\rho^2+z^2}}\,dz
=2\int_0^\infty\frac{\cos(k\rho t)}{\sqrt{1+t^2}}\,dt=2K_0(k\rho).
\]

The last step is the integral representation of the modified Bessel function \(K_0\). The truncated kernel is

\[
v(\mathbf G,k)=\int_W2K_0(k\rho)\cos(\mathbf G\cdot\boldsymbol\rho)\,d^2\rho .
\]

The sine part vanishes for a region symmetric under inversion. Both regions considered here have that symmetry.

A plane-wave code uses the kernel at reciprocal lattice vectors only, and thereby repeats the truncated function periodically:

\[
f_{\rm per}(\boldsymbol\rho)=\sum_{\mathbf T}f_k(|\boldsymbol\rho-\mathbf T|)\,\theta_W(\boldsymbol\rho-\mathbf T)=\frac1A\sum_{\mathbf G}v(\mathbf G,k)e^{i\mathbf G\cdot\boldsymbol\rho},
\]

with \(\theta_W=1\) inside \(W\) and 0 outside. Write the charge density as \(\sum_k\sigma_k(\boldsymbol\rho)e^{ikz}\), here with \(k\) of either sign, and define \(\sigma_k(\mathbf G)=\int\sigma_ke^{-i\mathbf G\cdot\boldsymbol\rho}d^2\rho\). Inserting the series into \(\frac12\sum_k\iint\sigma_k^*\sigma_k'f_{\rm per}\) gives the energy per length

\[
E=\frac1{2A}\sum_{k,\mathbf G}|\sigma_k(\mathbf G)|^2\,v(\mathbf G,|k|).
\]

Two demands follow. Every separation within the wire must lie in \(W\), and no lattice translate of such a separation may lie there too. The shape of \(W\) decides how much vacuum this costs and how the kernel behaves at \(k\to0\).

## First attempt: a cylinder

The obvious region is a disc of radius \(R\). Its kernel follows from Green's identity, which will serve again below. Put \(f=2K_0(k\rho)\) and \(g=\cos(\mathbf G\cdot\boldsymbol\rho)\). Transforming \(\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)\) along \(z\) gives \(\nabla^2f=k^2f-4\pi\delta(\boldsymbol\rho)\), while \(\nabla^2g=-G^2g\). Hence

\[
\int_W(g\nabla^2f-f\nabla^2g)\,d^2\rho=(k^2+G^2)v-4\pi=\oint(g\,\partial_nf-f\,\partial_ng)\,ds. \tag{1}
\]

On the circle, \(g\) averages to \(J_0(GR)\) and \(\partial_ng\) to \(-GJ_1(GR)\). Since \(K_0'=-K_1\), \(\partial_nf=-2kK_1(kR)\). Multiplying by the circumference \(2\pi R\),

\[
v_{\rm cyl}=\frac{4\pi}{G^2+k^2}\left[1+GRJ_1(GR)K_0(kR)-kRJ_0(GR)K_1(kR)\right].
\]

As \(k\to0\), \(K_0(kR)\) grows as \(-\ln k\), while \(kRK_1(kR)\to1\). At fixed \(G\ne0\) the kernel therefore diverges as

\[
v_{\rm cyl}\sim-\frac{4\pi RJ_1(GR)}{G}\ln k,
\]

unless \(J_1(GR)=0\). A whole plane of elements is singular.

The origin of this is simple. For small argument,

\[
2K_0(k\rho)=-2\ln\rho-2\left[\ln\frac k2+\gamma\right]+O(k^2\rho^2\ln k\rho),
\]

where \(\gamma\) is Euler's constant. The bracket is independent of position, and on an infinite neutral wire a constant potential does no work. Cut off at a disc, however, it becomes a step function with Fourier components at general \(\mathbf G\).

For a neutral wire at \(k=0\) one can replace the interaction by \(-2\ln(\rho/R)\). This vanishes on the circle and has normal derivative \(-2/R\) there, so (1) gives \(v_{\rm cyl}=4\pi[1-J_0(GR)]/G^2\). The replacement is legitimate if all separations in the wire lie in the disc and none of their translates do. The constant then contributes \(\frac12C(\int\sigma)^2=0\).

## Choosing a region that tiles the plane

The constant would do no harm if its transform vanished at every \(\mathbf G\ne0\). This happens when \(W\) is a unit cell of the transverse lattice, because \(\int_{\rm cell}e^{i\mathbf G\cdot\boldsymbol\rho}d^2\rho=0\). Among unit cells, the Wigner-Seitz cell contains the points closer to the origin than to any other lattice point. It therefore selects the nearest image of each separation.

A direct evaluation of its kernel needs a two-dimensional integral for every \(\mathbf G\), with a logarithmic singularity at the origin. Equation (1) removes both burdens. Each face of the cell bisects a lattice vector \(\mathbf T\), and the opposite face is its translate by \(-\mathbf T\). Corresponding points \(\boldsymbol\rho\) and \(\boldsymbol\rho-\mathbf T\) are equally far from the origin, so \(f\) is equal there. The gradient of \(g\) is equal too, because \(g\) has the lattice periodicity, but the outward normals are opposite. Thus \(\oint f\,\partial_ng\,ds=0\).

In the remaining term,

\[
\partial_nf=-2kK_1(k\rho)\,\frac{\mathbf n\cdot\boldsymbol\rho}{\rho},\qquad \mathbf n\cdot\boldsymbol\rho=h=\frac{|\mathbf T|}2,
\]

with \(h\) constant on each face. The result is

\[
v(\mathbf G,k)=\frac{1}{G^2+k^2}\left[4\pi-2\sum_{\rm faces}h\int\frac{kK_1(k\rho)}{\rho}\cos(\mathbf G\cdot\boldsymbol\rho)\,ds\right]. \tag{2}
\]

The integrands are smooth, since the faces stay away from the origin. Formula (2) was tested against the defining area integral for a rectangular lattice and for the oblique lattice with vectors \((3,0)\) and \((1,2.5)\) nm. At \(k=0.2\) and \(1.5\) nm\(^{-1}\), for five vectors \(\mathbf G\) including zero, the two agreed within \(10^{-6}\) nm².

For a rectangular cell \(L_x\times L_y\) the work drops further. Let \(G_x=2\pi m/L_x\) and \(G_y=2\pi n/L_y\). On the faces \(x=\pm L_x/2\) one has \(G_xx=\pm m\pi\), whose sine vanishes, so \(\cos(\mathbf G\cdot\boldsymbol\rho)=(-1)^m\cos(G_yy)\). Therefore

\[
v=\frac{4\pi-2L_x(-1)^mX_n-2L_y(-1)^nY_m}{G^2+k^2},
\]

\[
X_n=\int_{-L_y/2}^{L_y/2}\frac{kK_1(k\rho)}{\rho}\cos(G_yy)\,dy,\qquad \rho^2=\frac{L_x^2}4+y^2,
\]

and \(Y_m\) follows by exchanging \(x\) and \(y\). A table of \(N_x\times N_y\) elements needs at most \(N_x+N_y\) line integrals for each \(k\).

## The one singular element

For \(\mathbf G\ne0\) the limit \(k\to0\) is taken directly in (2). Since \(kK_1(k\rho)\to1/\rho\),

\[
v(\mathbf G,0)=\frac1{G^2}\left[4\pi-2\sum_{\rm faces}h\int\frac{\cos(\mathbf G\cdot\boldsymbol\rho)}{\rho^2}\,ds\right],
\]

which is finite. At \(\mathbf G=0\) the numerator vanishes in this limit, because \(h\,ds/\rho^2\) is the angle subtended by \(ds\) at the origin, and the angles sum to \(2\pi\). The quotient is then of the form \(0/0\), and numerically (2) loses digits by cancellation. The small-argument form of \(K_0\) gives the element instead:

\[
v(0,k)=-2A\left[\ln\frac k2+\gamma\right]-2I+O(k^2\ln k),\qquad I=\int_{\rm WS}\ln\rho\,d^2\rho . \tag{3}
\]

The constant \(I\) also reduces to the boundary. The field \(\boldsymbol\rho(\frac12\ln\rho-\frac14)\) has divergence \(2(\frac12\ln\rho-\frac14)+\frac12=\ln\rho\). By the divergence theorem, and because \(\sum h\int ds=2A\),

\[
I=\frac12\sum_{\rm faces}h\int\ln\rho\,ds-\frac A2 .
\]

In (3), \(k\) and \(\rho\) must use reciprocal units; a change of unit shifts the two terms oppositely.

The treatment of this element depends on what it multiplies.

- **Neutral wire.** The total density has \(\sigma_0(\mathbf G=0)=0\), and the element can be set to zero. If electrons and ions are summed separately, both must use the same value.
- **Exchange sums.** At \(\mathbf G=0\) the pair density of two states in the same band does not vanish as their wave-number difference \(k\to0\), but the logarithm is integrable. With \(N\) axial \(k\) points and period \(c\), the point \(k=0\) represents the interval \(|k|<k_m=\pi/(Nc)\). The mean of \(\ln k\) there is \(\ln k_m-1\), so
\[
\bar v(0)=-2A\left[\ln\frac{k_m}{2}+\gamma-1\right]-2I+O(k_m^2\ln k_m).
\]
The remainder here is that of the mean. In the sum, the neighbouring points also sample the logarithm inexactly, which leaves an error of order \(1/N\). If the factor multiplying the logarithm is smooth and periodic, replacing \(\ln k_m-1\) by \(\ln(k_m/\pi)\) removes this first-order error. The reason is that \(\ln|2\sin(kc/2)|\), which behaves as \(\ln(|k|c)\) near zero, integrates to zero over the Brillouin zone, while its values at the other \(N-1\) points sum to \(\ln N\). The point \(k=0\) must therefore contribute \(-\ln N=\ln(k_mc/\pi)\).
- **Charged wire.** The logarithm is physical, because the electrostatic energy per length of an infinite charged line diverges. No truncation cures this; a reference radius or a compensating charge must be specified.

## How much vacuum each region needs

Let the charge lie in a box \(a\times b\) aligned with a rectangular cell. Separations within the wire fill \(|\Delta x|\le a\), \(|\Delta y|\le b\).

Wigner-Seitz cells tile the plane, so apart from shared boundaries each separation is counted once. It is counted with the correct distance if it lies in the central cell, which requires

\[
L_x\ge2a,\qquad L_y\ge2b .
\]

No other lattice does better for arbitrary charges in this box, since its Wigner-Seitz cell must contain the separation rectangle, whose area is \(4ab\).

The disc must contain the corner of that rectangle, so the smallest radius is \(R=\sqrt{a^2+b^2}\). It must also exclude the translates. The translate by \(L_x\) comes as close as \(L_x-a\) to the origin, and similarly for \(y\). Diagonal translates are no closer. Hence

\[
L_x\ge a+R,\qquad L_y\ge b+R .
\]

The simpler rule that half of each side be at least \(R\) is stricter, because \(R\) exceeds both \(a\) and \(b\).

The ratio of these minimum rectangular areas, \((a+R)(b+R)/(4ab)\), depends on shape alone. It is 1.46 for a square box, 2.60 for \(b/a=4\) and 5.54 for \(b/a=10\). For a flat ribbon \(R\simeq b\), and the ratio approaches \((1+b/a)/2\), which gives 5.5 in the last case. The disc has to span the ribbon's width in the thin direction as well. A skewed lattice can lower the disc's requirement somewhat: for the square box, the vectors \((2,2)a\) and \((1-\sqrt2,1+\sqrt2)a\) give a ratio of \(\sqrt2\) instead of 1.46.

A round wire of diameter \(d\) is the opposite limit. Its separations fill a disc of radius \(d\). In a square cell the Wigner-Seitz condition is \(L/2\ge d\), and the cylinder with \(R=d\) needs \(L-d\ge d\). Both give \(L=2d\). The Wigner-Seitz cutoff then saves no vacuum, though it still confines the logarithm to one element.

## A polarized wire in numbers

Take \(a=1.0\) nm, \(b=2.0\) nm, \(c=0.6\) nm, and the neutral density

\[
\sigma=q\,\frac2a\,\frac34(1-t^2)\;\frac2b\,4s(1-s^2),\qquad t=\frac{2x}a,\quad s=\frac{2y}b,
\]

inside the box, with \(q=0.5\,e\)/nm. The \(x\) factor integrates to one, and \(\int_0^14s(1-s^2)ds=1\), so the halves carry \(\pm q\). The dipole per length is

\[
p=q\,\frac b2\int_{-1}^{1}4s^2(1-s^2)\,ds=0.5\times1.0\times\frac{16}{15}=0.533\,e .
\]

The Wigner-Seitz cell is \(2.0\times4.0\) nm, with \(A=8.0\) nm² and \(I=0.3612\) nm². At \(k=0.01\) nm\(^{-1}\), equation (3) gives

\[
v(0,k)=-16.0\,(-5.2983+0.5772)-0.7225=74.815\ \text{nm}^2,
\]

against 74.819 nm² from the area integral. With 32 axial points, \(k_m=0.1636\) nm\(^{-1}\), and the average over \(|k|<k_m\) is 46.10 nm² from the logarithmic formula and 46.27 nm² by quadrature, a difference of 0.4%.

The next element shows the contrast between the regions. At \(G_y=2\pi/L_y=1.571\) nm\(^{-1}\) and \(k=0\), the Wigner-Seitz kernel is 5.395 nm², compared with \(4\pi/G_y^2=5.093\) nm² without truncation. For the cylinder at the same \(G_y\), the kernel grows by 2.36 nm² for each unit of \(-\ln k\). The corresponding growth for the Wigner-Seitz cell, measured between \(k=10^{-3}\) and \(10^{-4}\) nm\(^{-1}\), is \(10^{-5}\) nm².

The cylinder needs \(R=2.236\) nm and a rectangular cell of \(3.236\times4.236\) nm, or 13.7 nm², which is 1.71 times the Wigner-Seitz area. A square cell with half-side \(R\) takes 20 nm². The cylinder's extra vacuum is mostly along the thin direction: 2.24 nm instead of 1.0 nm.

A direct real-space integral gives an isolated-wire energy of 0.81934 eV/nm. The Fourier sums deviate from it as follows:

| Interaction and cell | Error (meV/nm) |
|---|---:|
| Wigner-Seitz, \(2.0\times4.0\) nm | below \(10^{-6}\) |
| Wigner-Seitz, \(1.6\times3.2\) nm | \(-3.0\) |
| Cylinder, \(3.236\times4.236\) nm | below \(10^{-6}\) |
| Cylinder \(R=2.236\) nm, \(2.0\times4.0\) nm | \(+118\) |
| Cylinder \(R=1.0\) nm, \(2.0\times4.0\) nm | \(-114\) |
| Untruncated, \(4\times4\) nm | \(-83\) |

Errors below \(10^{-6}\) meV/nm are magnitudes. Adding a constant to the cylindrical interaction in its own cell also leaves the error below that level, as neutrality requires.

In the \(2.0\times4.0\) nm cell, the large disc admits images and the small disc discards real interactions. Since the errors have opposite signs and vary continuously with \(R\), some intermediate radius gives zero error for this density. That is a cancellation, not a valid cutoff: any smaller disc still misses some separations within the box.

For untruncated square cells of side 4, 8 and 16 nm the errors are \(-83.2\), \(-20.3\) and \(-5.04\) meV/nm, while \(-\pi p^2/A\) gives \(-80.4\), \(-20.1\) and \(-5.03\). The discrepancy falls about sixteenfold from the first to the second, as expected of the fourth-order harmonic term.

Axially modulated charge was tested separately. With the \(y\) factor replaced by the even profile \(\frac34(1-s^2)\) and \(k=0.3\) nm\(^{-1}\), both truncations in their own minimum cells reproduced the real-space energy within a relative \(10^{-5}\). At the first harmonic of the lattice period, \(k=2\pi/c\), the interaction \(2K_0\) across the 1.0 nm between adjacent boxes is only \(2\times10^{-5}\). Images thus matter mainly for the average charge and for slow axial modulations.

## The box and a real wire

The box and its charge profile are a model, and the polarization is a chosen value. The area ratio is unchanged if the box is scaled at fixed shape, but the saving disappears for a round cross-section. The kernel also assumes vacuum around the wire, whereas a device has a substrate, a shell or a gate, whose response must be modelled separately.

Even in vacuum, real electrons violate the assumption of a sharp box. For a rough barrier of \(\Phi=5\) eV, the amplitude decays with \(\kappa=\sqrt{2m\Phi}/\hbar=11.5\) nm\(^{-1}\), and the density as \(e^{-2\kappa z}\), with \(z\) here measured outward from the surface. If the box includes a 0.3 nm margin on each side, the density at its edge is still \(10^{-3}\) of its surface value. Reducing it to \(10^{-6}\) needs a margin of 0.60 nm and a box of \(1.61\times2.61\) nm. With that box the rectangular cells would grow to 16.7 nm² for the Wigner-Seitz cell and 26.4 nm² for the cylinder. Such a margin can be stricter than the energy requires, because the interaction involves pairs of charges. A separation exceeds the original box only if the outward distances of the two charges from opposite surfaces sum to more than 0.6 nm. The product of their densities, relative to the surface value, is then already about \(10^{-6}\) or less, so the original cell may suffice. How small the edge density must be depends on the energy accuracy sought, and should be settled by increasing the cell.

Truncation acts on the Coulomb interaction and leaves the overlap of wavefunctions in neighbouring cells untouched. In the original Wigner-Seitz cell the surfaces are 1.6 nm apart, and the scale \(\Phi e^{-\kappa\times1.6\,\rm nm}\) is about \(5\times10^{-8}\) eV. This estimate omits prefactors, but it indicates that tunnelling is negligible here. States bound more weakly decay more slowly, and for them overlap can set the vacuum instead.

## Calculated quantities

```
Coulomb constant: 1.439965 eV nm
support box a, b: 1.0, 2.0 nm
axial period: 0.6 nm
charge on each half: 0.5 e/nm
transverse dipole per length: 0.5333 e
WS cell: 2.000 x 4.000 nm
WS cell area: 8.000 nm^2
integral of ln(rho/nm) over WS: 0.36123 nm^2
WS v(G=0) at k=0.01/nm: 74.8187 nm^2
same, log formula: 74.8152 nm^2
axial k points: 32
edge of k interval: 0.16362 1/nm
mean v(G=0), quadrature: 46.2661 nm^2
mean v(G=0), log formula: 46.0953 nm^2
first Gy: 1.57080 1/nm
WS v(Gy,k=0): 5.39460 nm^2
untruncated 4pi/Gy^2: 5.09296 nm^2
log slope at Gy, WS: 1.0e-05 nm^2
log slope at Gy, cylinder: 2.3644 nm^2
cylinder radius: 2.2361 nm
cylinder cell: 3.2361 x 4.2361 nm
cylinder cell area: 13.708 nm^2
area ratio cylinder/WS: 1.7135
vacuum WS x, y: 1.000, 2.000 nm
vacuum cylinder x, y: 2.236, 2.236 nm
cell area with rule L=2R: 20.000 nm^2
area ratio for b/a=1: 1.4571
area ratio for b/a=4: 2.6010
area ratio for b/a=10: 5.5387
round wire L/d, WS, cylinder: 2.000, 2.000
direct energy (ln of rho/nm): 0.8193396 eV/nm
error WS, 2a x 2b: -6.4e-10 eV/nm
error WS, sides x 0.8: -2.958e-03 eV/nm
error cylinder, own cell: -6.1e-10 eV/nm
same, constant 1 added: -4.6e-10 eV/nm
cylinder in WS cell, full R: 1.178e-01 eV/nm
cylinder in WS cell, R=1 nm: -1.143e-01 eV/nm
untruncated L=4 nm: -0.08324, law -0.08042 eV/nm
untruncated L=8 nm: -0.02028, law -0.02011 eV/nm
untruncated L=16 nm: -0.00504, law -0.00503 eV/nm
untruncated side for 1 meV/nm: 35.87 nm
rough barrier: 5.0 eV; margin in box: 0.3 nm
decay constant kappa: 11.456 1/nm
relative density at box edge: 1.03e-03
margin for density 1e-6: 0.603 nm
enlarged box: 1.606 x 2.606 nm
enlarged WS cell area: 16.741 nm^2
enlarged cylinder cell area: 26.449 nm^2
tunnelling gap in WS cell: 1.60 nm
tunnelling scale: 5.5e-08 eV
2K0 of first harmonic at 1 nm: 2.2e-05
```
